# Choosing the bulk reference energy for surface energies of metal slabs: test program

```python
"""Surface energy of an N-layer slab from total energies E_N (per area).

Result under test: E_N = 2*sigma + N*e_bulk + q_N.  A bulk energy wrong by
delta makes (E_N - N*e_bulk)/2 drift as -N*delta/2.  The Boettger increment
uses E_N - E_(N-1) as bulk energy; its error falls as 1/N when the quantum-size
term q_N falls as 1/N^2.  The Fiorentini-Methfessel (FM) linear fit over slabs
N/2..N has an error falling as 1/N^3, unless layers sample q_N without
oscillation.  Model: free electrons between hard walls, neutral surfaces.
Symbols: density n, layer spacing d, Fermi wavenumber kF, Fermi energy mu,
2D density of states g, wall-to-wall width L.  Units: eV, nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

pi = np.pi
hb2m = const.hbar**2 / const.m_e / const.e * 1e18      # hbar^2/m, eV nm^2
density, spacing = 115.0, 0.247                       # rough indium regime
kF = (3 * pi**2 * density)**(1 / 3)
mu = hb2m * kF**2 / 2
g = 1 / (pi * hb2m)
wall = 3 * pi / (8 * kF)                              # wall offset per face
theta = (2 * kF * spacing) % (2 * pi)
amp = hb2m * kF**2 / (4 * pi**2)                      # q_N scale times L^2
e_bulk = 0.6 * density * mu * spacing
sigma = g * mu**2 / 40
to_SI = const.e * 1e18                                # eV/nm^2 to J/m^2


def fill(levels, areal_density):
    """Energy per area and Fermi level for sorted subband bottoms."""
    count = np.arange(1, len(levels) + 1)
    trial = (areal_density / g + np.cumsum(levels)) / count
    last = int(np.argmin(trial))
    assert last < len(levels) - 1
    fermi = trial[last]
    return g * np.sum(fermi**2 - levels[:last + 1]**2) / 2, fermi


def hard_levels(width):
    n = np.arange(1, int(1.3 * kF * width / pi) + 5)
    return hb2m / 2 * (n * pi / width)**2


def slab_energy(N, d=spacing):
    return fill(hard_levels(N * d + 2 * wall), density * N * d)[0]


def mesh_bulk(K):
    """Bulk energy per layer with K k-points along the surface normal."""
    top = int(1.5 * kF * K * spacing / (2 * pi)) + 4
    j = np.arange(-top, top + 1)
    levels = np.sort(hb2m / 2 * (2 * pi * j / (K * spacing))**2)
    return fill(levels, density * K * spacing)[0] / K


def boettger(E, N):
    return (E[N] - N * (E[N] - E[N - 1])) / 2


def fm_fit(E, first, last):
    """Half the intercept and the slope of a linear fit to E_N."""
    N = np.arange(first, last + 1)
    slope, centre = np.polyfit(N - N.mean(), E[first:last + 1], 1)
    return (centre - N.mean() * slope) / 2, slope


def rms(x):
    return np.sqrt(np.mean(np.square(x)))


Nmax = 1200
E = np.array([0.0] + [slab_energy(N) for N in range(1, Nmax + 1)])
Nall = np.arange(Nmax + 1)
width = Nall * spacing + 2 * wall
q = E - Nall * e_bulk - 2 * sigma

# Bulk energy, surface energy and oscillation law against subband sums
s = np.arange(1, 200)[:, None]
q_law = amp / width**2 * np.sum(np.sin(2 * s * kF * width) / s**3, axis=0)
law_dev = np.max(np.abs((q - q_law) * width**2 / amp)[200:400])
assert law_dev < 0.01

# Bulk mesh error and the linear divergence it causes
meshes = (12, 24, 48)
delta = {K: mesh_bulk(K) - e_bulk for K in meshes}
K_big = 200
s1 = np.arange(1, 200)
delta_law = (8 * amp / (K_big**3 * spacing**2)
             * np.sum(np.sin(s1 * kF * K_big * spacing) / s1**3))
delta_scale = 8 * amp / (K_big**3 * spacing**2)
assert abs(mesh_bulk(K_big) - e_bulk - delta_law) < 0.03 * delta_scale
sep = (E - Nall * mesh_bulk(12)) / 2
drift = np.polyfit(Nall[10:61], sep[10:61], 1)[0]
assert abs(drift / (-delta[12] / 2) - 1) < 0.02

# Boettger: amplitude of the fundamental oscillation of its error
Nb = np.arange(200, Nmax + 1)
err_b = np.array([boettger(E, N) - sigma for N in Nb])
fundamental = abs(np.mean(2 * err_b * width[Nb]**2 / Nb
                          * np.exp(-1j * theta * Nb)))
fund_law = amp * np.sin(theta / 2)
assert abs(fundamental / fund_law - 1) < 0.02


# FM: end-point formula from summation by parts against actual fits
def fm_law(first, last):
    M, mean = last - first + 1, (first + last) / 2
    S = M * (M**2 - 1) / 12
    w1 = 1 / M - mean * (first - mean) / S
    w2 = 1 / M - mean * (last - mean) / S
    total = 0.0
    for h in range(1, 7):
        ph = 1.5 * pi * h
        c1 = np.cos(h * theta * (first - 0.5) + ph) / width[first]**2
        c2 = np.cos(h * theta * (last + 0.5) + ph) / width[last]**2
        total += (w1 * c1 - w2 * c2) / (2 * h**3 * np.sin(h * theta / 2))
    return amp * total / 2


ends = range(400, 441)
fm_true = np.array([fm_fit(E, N // 2, N)[0] - sigma for N in ends])
fm_pred = np.array([fm_law(N // 2, N) for N in ends])
fm_dev = np.max(np.abs(fm_true - fm_pred)) / np.max(np.abs(fm_true))
assert fm_dev < 0.08

# Decay exponents from windows whose thickness differs by a factor four
methods = {
    "exact bulk energy": lambda N: q[N] / 2,
    "Boettger": lambda N: boettger(E, N) - sigma,
    "FM fit": lambda N: fm_fit(E, N // 2, N)[0] - sigma}
expected = {"exact bulk energy": -2, "Boettger": -1, "FM fit": -3}
exponent, scatter = {}, {}
for name, error in methods.items():
    thin = rms([error(N) for N in range(40, 61)])
    thick = rms([error(N) for N in range(160, 241)])
    exponent[name] = np.log(thick / thin) / np.log(4)
    scatter[name] = rms([error(N) for N in range(16, 27)])
    assert abs(exponent[name] - expected[name]) < 0.3
assert scatter["FM fit"] < scatter["Boettger"]

# Exception: one half-wave per layer, so the sampled tail is smooth
d_alias = pi / kF
E_alias = np.array([0.0] + [slab_energy(N, d_alias) for N in range(1, 21)])
alias_b = boettger(E_alias, 20) - sigma
alias_fm = fm_fit(E_alias, 10, 20)[0] - sigma
assert abs(alias_b) < abs(alias_fm)

# Independent random error in each slab energy
noise = 0.01
rng = np.random.default_rng(7)
sample = rng.normal(0, noise, (21, 20000))
noise_b = np.std(boettger(sample, 20))
noise_fm = np.std(fm_fit(sample, 10, 20)[0])
M, mean = 11, 15.0
S = M * (M**2 - 1) / 12
law_b = noise / 2 * np.sqrt(20**2 + 19**2)
law_fm = noise / 2 * np.sqrt(1 / M + mean**2 / S)
assert abs(noise_b / law_b - 1) < 0.03
assert abs(noise_fm / law_fm - 1) < 0.03

# Neglected effect: temperature (thermal average of the grand potential)
kT = const.k * 300 / const.e


def damping(L, h=1):
    x = h * 2 * pi * kT * L / (hb2m * kF)
    return x / np.sinh(x)


L60 = width[60]
t = np.linspace(-30, 30, 6001)
m_t = mu + kT * t
k_t = np.sqrt(2 * m_t / hb2m)
lev = hard_levels(L60)
assert lev[-1] > m_t[-1] or hb2m / 2 * (1.25 * kF)**2 > m_t[-1]
omega = -g / 2 * np.sum(np.maximum(m_t[:, None] - lev, 0)**2, axis=1)
smooth = -0.4 * k_t**3 / (3 * pi**2) * m_t * L60 + g * m_t**2 / 4
warm = trapezoid((omega - smooth) / (4 * np.cosh(t / 2)**2), t)
warm_law = amp / L60**2 * sum(np.sin(2 * h * kF * L60) * damping(L60, h)
                              / h**3 for h in range(1, 20))
assert abs(warm - warm_law) < 0.03 * amp / L60**2

# Neglected effect: finite barrier, walls again placed for neutrality
work_function = 4.0
k0 = np.sqrt(2 * (mu + work_function) / hb2m)
spill = quad(lambda k: (mu - hb2m * k**2 / 2) / np.sqrt(k0**2 - k**2),
             0, kF)[0]
shift = (g * mu / 2 - 2 * g / pi * spill) / density


def finite_energy(N):
    L = N * spacing + shift
    n = np.arange(1, int(k0 * L / pi) + 5)
    k = n * pi / (L + 2 / k0)
    keep = k < 0.97 * k0
    n, k = n[keep], k[keep]
    for _ in range(40):
        k = k - ((k * L + 2 * np.arcsin(k / k0) - n * pi)
                 / (L + 2 / np.sqrt(k0**2 - k**2)))
    assert np.max(np.abs(k * L + 2 * np.arcsin(k / k0) - n * pi)) < 1e-9
    return fill(hb2m * k**2 / 2, density * N * spacing)[0]


E_fin = np.zeros(61)
for N in range(15, 61):
    E_fin[N] = finite_energy(N)
sigma_fin, slope_fin = fm_fit(E_fin, 30, 60)
assert abs(slope_fin - e_bulk) < 5e-4
scatter_fin = rms([boettger(E_fin, N) - sigma_fin for N in range(16, 27)])

# Neglected effects: electrostatics and local exchange of this density
fermi60 = fill(lev, density * 60 * spacing)[1]
occ = lev[lev < fermi60]
n_occ = np.arange(1, len(occ) + 1)
z = np.linspace(0, L60 / 2, 8001)
phase = z[:, None] * n_occ * pi / L60
weight = g * (fermi60 - occ)
profile = np.sin(phase)**2 @ (2 * weight / L60)
inside = (z / L60) * weight.sum() - np.sin(2 * phase) @ (weight
                                                       / (2 * pi * n_occ))
charge = inside - density * np.maximum(z - wall, 0)
assert abs(charge[-1]) < 1e-8
sigma_es = const.e / (2 * const.epsilon_0) * 1e9 * trapezoid(charge**2, z)
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9
sigma_x = -0.75 * (3 / pi)**(1 / 3) * coulomb * (
    trapezoid(profile**(4 / 3), z) - density**(4 / 3) * (L60 / 2 - wall))

print(f"electron density {density:.0f} nm^-3, layer spacing {spacing} nm")
print(f"Fermi wavenumber {kF:.3f} nm^-1, Fermi energy {mu:.3f} eV")
print(f"wall offset per face {wall:.4f} nm")
print(f"phase per layer theta {theta:.4f} rad")
print(f"sampled period {2 * pi / theta:.2f} layers")
print(f"oscillation constant A {amp:.4f} eV")
print(f"bulk energy per layer {e_bulk:.4f} eV/nm^2")
print(f"surface energy {sigma:.4f} eV/nm^2 = {sigma * to_SI:.4f} J/m^2")
print(f"oscillation law, largest deviation N=200-399: {law_dev:.4f} of A/L^2")
for K in meshes:
    print(f"bulk error, {K} k-points: {delta[K]:.6f} eV/nm^2 per layer")
area_atom = 3 / (density * spacing)
print(f"same, 12 k-points: {1000 * delta[12] * area_atom:.3f} meV per atom "
      "(3 electrons)")
print(f"fitted drift of sigma {drift:.6f}, -delta/2 {-delta[12] / 2:.6f} "
      "eV/nm^2 per layer")
print(f"layers for 1 percent drift {0.02 * sigma / abs(delta[12]):.1f}")
print("surface energies in eV/nm^2; FM window N/2 to N")
print("  N  12-k bulk  exact bulk  Boettger  FM fit")
for N in (10, 15, 20, 25, 30, 40, 60):
    print(f"{N:3d}  {sep[N]:9.4f}  {sigma + q[N] / 2:10.4f}  "
          f"{boettger(E, N):8.4f}  {fm_fit(E, N // 2, N)[0]:7.4f}")
print(f"FM slope minus bulk energy, N=10-20: "
      f"{fm_fit(E, 10, 20)[1] - e_bulk:.6f} eV/nm^2 per layer")
for name in methods:
    print(f"{name}: rms error N=16-26 {scatter[name]:.4f} eV/nm^2, "
          f"decay exponent {exponent[name]:.2f}")
print(f"Boettger fundamental: measured {fundamental:.4f}, "
      f"law {fund_law:.4f} eV")
print(f"Boettger fundamental amplitude at N=20: "
      f"{20 * fund_law / width[20]**2:.4f} eV/nm^2")
print(f"FM end-point law, largest relative deviation {fm_dev:.3f}")
print(f"smooth-tail case: spacing {d_alias:.4f} nm")
print(f"  error Boettger N=20 {alias_b:.4f}, FM N=10-20 {alias_fm:.4f} "
      "eV/nm^2")
print(f"noise per slab energy {noise} eV/nm^2 gives standard errors")
print(f"  Boettger N=20: sampled {noise_b:.4f}, law {law_b:.4f} eV/nm^2")
print(f"  FM N=10-20: sampled {noise_fm:.4f}, law {law_fm:.4f} eV/nm^2")
print(f"300 K damping factor: N=20 {damping(width[20]):.3f}, "
      f"N=60 {damping(L60):.3f}")
print(f"finite barrier, work function {work_function:.1f} eV:")
print(f"  one-electron surface energy {sigma_fin:.4f} eV/nm^2")
print(f"  Boettger rms error N=16-26 {scatter_fin:.4f} eV/nm^2")
print(f"neglected electrostatic surface energy {sigma_es:.4f} eV/nm^2")
print(f"neglected local-exchange surface energy {sigma_x:.4f} eV/nm^2")
print("checks complete")
```

Output:

```
electron density 115 nm^-3, layer spacing 0.247 nm
Fermi wavenumber 15.044 nm^-1, Fermi energy 8.623 eV
wall offset per face 0.0783 nm
phase per layer theta 1.1487 rad
sampled period 5.47 layers
oscillation constant A 0.4369 eV
bulk energy per layer 146.9653 eV/nm^2
surface energy 7.7656 eV/nm^2 = 1.2442 J/m^2
oscillation law, largest deviation N=200-399: 0.0032 of A/L^2
bulk error, 12 k-points: 0.026419 eV/nm^2 per layer
bulk error, 24 k-points: 0.004137 eV/nm^2 per layer
bulk error, 48 k-points: 0.000280 eV/nm^2 per layer
same, 12 k-points: 2.790 meV per atom (3 electrons)
fitted drift of sigma -0.013146, -delta/2 -0.013210 eV/nm^2 per layer
layers for 1 percent drift 5.9
surface energies in eV/nm^2; FM window N/2 to N
  N  12-k bulk  exact bulk  Boettger  FM fit
 10     7.6202      7.7523    8.0746   7.6064
 15     7.5678      7.7659    7.9700   7.8089
 20     7.5052      7.7694    7.8776   7.7378
 25     7.4397      7.7700    7.7936   7.7690
 30     7.3731      7.7694    7.7147   7.7592
 40     7.2384      7.7668    7.6446   7.7647
 60     6.9721      7.7647    7.8066   7.7664
FM slope minus bulk energy, N=10-20: 0.003449 eV/nm^2 per layer
exact bulk energy: rms error N=16-26 0.0063 eV/nm^2, decay exponent -1.99
Boettger: rms error N=16-26 0.1336 eV/nm^2, decay exponent -1.01
FM fit: rms error N=16-26 0.0219 eV/nm^2, decay exponent -2.93
Boettger fundamental: measured 0.2376, law 0.2373 eV
Boettger fundamental amplitude at N=20: 0.1827 eV/nm^2
FM end-point law, largest relative deviation 0.017
smooth-tail case: spacing 0.2088 nm
  error Boettger N=20 -0.0347, FM N=10-20 -0.0657 eV/nm^2
noise per slab energy 0.01 eV/nm^2 gives standard errors
  Boettger N=20: sampled 0.1379, law 0.1379 eV/nm^2
  FM N=10-20: sampled 0.0073, law 0.0073 eV/nm^2
300 K damping factor: N=20 0.918, N=60 0.516
finite barrier, work function 4.0 eV:
  one-electron surface energy 8.4399 eV/nm^2
  Boettger rms error N=16-26 0.1294 eV/nm^2
neglected electrostatic surface energy 0.5411 eV/nm^2
neglected local-exchange surface energy 4.3826 eV/nm^2
checks complete
```
